# The reflection principle for photodissociation and the first correction to band width: a program that tests the result

```python
"""
Photodissociation band from a harmonic ground state to a repulsive curve.

Result under test (lower curve K x^2/2, ground-state position variance sigma^2,
upper curve V with V(0)=V0, V'(0)=-F, V''(0)=k, V'''(0)=c, constant dipole):
  reflection:  S(E) ~ |phi0(x)|^2/|V'(x)|  at  E = V(x) + hbar*omega/4
  variance  =  F^2 sigma^2 + sigma^4 [ (k-K)^2/2 - F c ]
  FWHM      =  2 sqrt(2 ln2) F sigma { 1 + (sigma/F)^2 [ -k^2/2
               + (1/2 - ln2/3) F c + (1/2 - ln2/9) K^2 ] }
  peak      :  photon energy = V0 - k sigma^2
The exact band comes from grid diagonalization and the Fourier transform of
the autocorrelation function C(t) = <phi0| exp(-iHt/hbar) |phi0>.
Energies in eV, lengths in angstrom, internal time t/hbar in 1/eV.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar

HBAR2_PER_U = const.hbar**2 / (const.atomic_mass * const.e) * 1e20  # eV A^2 u
HBAR_FS = const.hbar / const.e * 1e15                               # eV fs
EV_TO_CM = const.e / (const.h * const.c * 100)
LN2 = np.log(2.0)
GAUSS = 2 * np.sqrt(2 * LN2)

mass_u = 1.0
quantum = 0.3
K = quantum**2 / (HBAR2_PER_U / mass_u)      # lower force constant, eV/A^2

X = sp.symbols("x", real=True)
expressions = {
    "exponential": 3 + 3 * sp.exp(-2 * X),
    "straight": 6 - 6 * X,
    "mixed": 6 - 3 * X + sp.Rational(3, 2) * (sp.exp(-2 * X) - 1),
}


class Curve:
    def __init__(self, expr):
        self.value = sp.lambdify(X, expr, "numpy")
        self.slope = sp.lambdify(X, sp.diff(expr, X), "numpy")
        d = [float(sp.diff(expr, X, n).subs(X, 0)) for n in range(4)]
        self.V0, self.F, self.k, self.c = d[0], -d[1], d[2], d[3]


def exact_band(curve, mass):
    """Moments, autocorrelation and band shape from the grid Hamiltonian."""
    h2m = HBAR2_PER_U / mass
    hw = np.sqrt(h2m * K)
    sigma = np.sqrt(h2m / (2 * hw))
    eps = hw / (curve.F * sigma)
    n = 400
    x = np.linspace(-12 * sigma, max(80 * eps, 12) * sigma, n)
    dx = x[1] - x[0]
    diff = np.subtract.outer(np.arange(n), np.arange(n))
    safe = np.where(diff == 0, 1, diff)
    kin = np.where(diff == 0, np.pi**2 / 3,
                   2.0 * (1 - 2 * (np.abs(diff) % 2)) / safe**2)
    H = h2m / (2 * dx**2) * kin + np.diag(curve.value(x))
    phi = np.exp(-x**2 / (4 * sigma**2))
    phi /= np.linalg.norm(phi)

    k1 = phi @ H @ phi
    d1 = H @ phi - k1 * phi
    d2 = H @ d1 - k1 * d1
    k2, k3 = d1 @ d1, d1 @ d2
    k4 = d2 @ d2 - 3 * k2**2

    energy, vectors = np.linalg.eigh(H)
    weight = (vectors.T @ phi)**2
    tau = 1 / (curve.F * sigma)
    t = np.linspace(0, 9 * tau, 226)
    C = np.exp(-1j * np.outer(t, energy)) @ weight
    assert abs(C[-1]) < 1e-5          # band fully decayed before any echo
    w = np.full(t.size, t[1] - t[0])
    w[0] *= 0.5

    def S(E):
        return np.real(np.exp(1j * np.outer(np.atleast_1d(E), t))
                       @ (w * C)) / np.pi

    def dS(E):
        return np.real(np.sum(1j * t * np.exp(1j * E * t) * w * C)) / np.pi

    sd = np.sqrt(k2)
    peak = brentq(dS, k1 - sd, k1 + sd, xtol=1e-13)
    half = S(peak)[0] / 2
    lo = brentq(lambda E: S(E)[0] - half, peak - 2.5 * sd, peak, xtol=1e-13)
    hi = brentq(lambda E: S(E)[0] - half, peak, peak + 2.5 * sd, xtol=1e-13)

    xs = np.linspace(-3 * sigma, 3 * sigma, 601)
    density = np.exp(-xs**2 / (2 * sigma**2)) / np.sqrt(2*np.pi*sigma**2)
    reflected = density / np.abs(curve.slope(xs))
    error = np.max(np.abs(S(curve.value(xs) + hw / 4) - reflected))
    return dict(h2m=h2m, hw=hw, sigma=sigma, eps=eps, tau=tau, t=t, C=C,
                k1=k1, k2=k2, k3=k3, k4=k4, peak=peak - hw / 2,
                fwhm=hi - lo, refl_error=error / (2 * half), x=x, phi=phi)


def reflected_fwhm(curve, sigma):
    """Half-height width of the reflected density itself."""
    def log_s(x):
        return -x**2 / (2 * sigma**2) - np.log(abs(curve.slope(x)))
    top = minimize_scalar(lambda x: -log_s(x), bounds=(-sigma, sigma),
                          method="bounded", options={"xatol": 1e-10}).x
    def g(x):
        return log_s(x) - log_s(top) + LN2
    left = brentq(g, top - 3 * sigma, top, xtol=1e-14)
    right = brentq(g, top, top + 3 * sigma, xtol=1e-14)
    return curve.value(left) - curve.value(right)


def shape_part(cv):
    return -cv.k**2 / 2 + (0.5 - LN2 / 3) * cv.F * cv.c


motion_part = (0.5 - LN2 / 9) * K**2


def extrapolate(coarse, fine):
    """Remove the sigma^2 remainder when sigma has been halved."""
    return (4 * fine - coarse) / 3


curves = {name: Curve(e) for name, e in expressions.items()}
factors = (1, 16, 256)
bands = {name: [exact_band(cv, mass_u * f) for f in factors]
         for name, cv in curves.items()}

# Leading coefficients in the heavy-mass limit, all curves.
# The 2 percent tolerance covers the sigma^4 remainder left by extrapolation.
found = {}
for name, cv in curves.items():
    F, k, c = cv.F, cv.k, cv.c
    measured = []
    for b in bands[name][1:]:
        s = b["sigma"]
        measured.append(np.array([
            (b["k2"] / (F * s)**2 - 1) * F**2 / s**2,
            b["k3"] / (F**2 * s**4),
            b["k4"] / (F**2 * s**6),
            (b["fwhm"] / (GAUSS * F * s) - 1) * F**2 / s**2,
            (b["peak"] - cv.V0) / s**2,
            (reflected_fwhm(cv, s) / (GAUSS * F * s) - 1) * F**2 / s**2]))
    limit = extrapolate(*measured)
    theory = np.array([(k - K)**2 / 2 - F * c,
                       3 * k - K,
                       12 * k**2 - 8 * k * K - 4 * F * c,
                       shape_part(cv) + motion_part,
                       -k,
                       shape_part(cv)])
    scale = np.array([K**2 / 2, K, K**2, K**2 / 4, K, K**2 / 4])
    allowed = 0.02 * np.maximum(np.abs(theory), scale)
    assert np.all(np.abs(limit - theory) < allowed), (name, limit, theory)
    found[name] = (limit[3], theory[3])
    # reflection error is first order in sigma: halves when sigma halves
    ratio = bands[name][1]["refl_error"] / bands[name][2]["refl_error"]
    assert 1.7 < ratio < 2.3, (name, ratio)

# Closed autocorrelation function of the straight curve
st, b = curves["straight"], bands["straight"][0]
t = b["t"]
closed = (1 + 0.5j * b["hw"] * t)**-0.5 * np.exp(
    -1j * st.V0 * t - (st.F * b["sigma"] * t)**2 / 2
    - 1j * st.F**2 * b["h2m"] * t**3 / 24)
closed_error = np.max(np.abs(closed - b["C"]))
assert closed_error < 1e-6

# Momentum kick against displacement at the decay time
tau, sigma = b["tau"], b["sigma"]
shift = st.F * b["h2m"] * tau**2 / 2
kick_overlap = abs(np.sum(b["phi"]**2 * np.exp(1j * st.F * tau * b["x"])))
moved = np.exp(-(b["x"] - shift)**2 / (4 * sigma**2))
shift_overlap = b["phi"] @ moved / np.linalg.norm(moved)
assert abs(kick_overlap - np.exp(-0.5)) < 1e-8
assert abs(shift / sigma - b["eps"]) < 1e-10
assert abs(shift_overlap - np.exp(-b["eps"]**2 / 8)) < 1e-8

# Worked example at the actual mass
ex, e = curves["exponential"], bands["exponential"][0]
small = (sigma / ex.F)**2
simple = ex.F * sigma
rms_formula = np.sqrt(simple**2
                      + sigma**4 * ((ex.k - K)**2 / 2 - ex.F * ex.c))
fwhm_formula = GAUSS * simple * (1 + small * (shape_part(ex) + motion_part))
straight_formula = GAUSS * simple * (1 + (9 - 2*LN2) * b["eps"]**2 / 72)
assert abs(rms_formula / np.sqrt(e["k2"]) - 1) < 0.005
assert abs(fwhm_formula / e["fwhm"] - 1) < 0.01
assert abs(straight_formula / b["fwhm"] - 1) < 0.01

print(f"reduced mass                          {mass_u:.1f} u")
print(f"vibrational quantum                   {quantum:.3f} eV")
print(f"lower force constant K                {K:.3f} eV/A^2")
print(f"upper curve at x=0, V0                {ex.V0:.3f} eV")
print(f"slope F                               {ex.F:.3f} eV/A")
print(f"exponential curve: k                  {ex.k:.3f} eV/A^2")
print(f"exponential curve: c                  {ex.c:.3f} eV/A^3")
print(f"position spread sigma                 {sigma:.5f} A")
print(f"F*sigma                               {simple:.5f} eV")
print(f"hbar*omega/(F*sigma)                  {b['eps']:.4f} (no unit)")
print(f"decay time tau                        {tau*HBAR_FS:.3f} fs")
print(f"vibrational period                    "
      f"{2*np.pi*HBAR_FS/quantum:.3f} fs")
print(f"displacement at tau                   {shift:.5f} A")
print(f"overlap, kick alone at tau            {kick_overlap:.4f} (no unit)")
print(f"overlap, displacement alone at tau    {shift_overlap:.4f} (no unit)")
print(f"closed C(t), largest deviation        {closed_error:.1e} (no unit)")
print(f"exponential: rms width, exact         {np.sqrt(e['k2']):.5f} eV")
print(f"exponential: rms width, formula       {rms_formula:.5f} eV")
print(f"FWHM from slope alone                 {GAUSS*simple:.5f} eV")
print(f"exponential: shape correction         "
      f"{100*small*shape_part(ex):+.3f} percent")
print(f"exponential: motion correction        "
      f"{100*small*motion_part:+.3f} percent")
print(f"exponential: FWHM, reflected band     "
      f"{reflected_fwhm(ex, sigma):.5f} eV")
print(f"exponential: FWHM, formula            {fwhm_formula:.5f} eV")
print(f"exponential: FWHM, exact              {e['fwhm']:.5f} eV")
print(f"exponential: FWHM, formula            "
      f"{fwhm_formula*EV_TO_CM:.0f} cm^-1")
print(f"exponential: FWHM, exact              {e['fwhm']*EV_TO_CM:.0f} cm^-1")
print(f"exponential: peak photon energy, form.{ex.V0-ex.k*sigma**2:9.5f} eV")
print(f"exponential: peak photon energy, exact{e['peak']:9.5f} eV")
print(f"straight: rms width, exact            {np.sqrt(b['k2']):.5f} eV")
print(f"straight: FWHM, formula               {straight_formula:.5f} eV")
print(f"straight: FWHM, exact                 {b['fwhm']:.5f} eV")
print(f"straight: peak photon energy, exact   {b['peak']:.5f} eV")
for f, item in zip(factors, bands["exponential"]):
    print(f"exponential, mass x{f:<3d}: reflection error "
          f"{100*item['refl_error']:.2f} percent of peak")
for name, (num, theo) in found.items():
    print(f"{name}: FWHM coefficient, numerical {num:.2f} eV^2/A^4")
    print(f"{name}: FWHM coefficient, formula   {theo:.2f} eV^2/A^4")
print("success")
```

Running it gives:

```
reduced mass                          1.0 u
vibrational quantum                   0.300 eV
lower force constant K                21.530 eV/A^2
upper curve at x=0, V0                6.000 eV
slope F                               6.000 eV/A
exponential curve: k                  12.000 eV/A^2
exponential curve: c                  -24.000 eV/A^3
position spread sigma                 0.08347 A
F*sigma                               0.50081 eV
hbar*omega/(F*sigma)                  0.5990 (no unit)
decay time tau                        1.314 fs
vibrational period                    13.786 fs
displacement at tau                   0.05000 A
overlap, kick alone at tau            0.6065 (no unit)
overlap, displacement alone at tau    0.9561 (no unit)
closed C(t), largest deviation        2.7e-14 (no unit)
exponential: rms width, exact         0.50996 eV
exponential: rms width, formula       0.50991 eV
FWHM from slope alone                 1.17931 eV
exponential: shape correction         -2.143 percent
exponential: motion correction        +3.795 percent
exponential: FWHM, reflected band     1.15430 eV
exponential: FWHM, formula            1.19879 eV
exponential: FWHM, exact              1.20019 eV
exponential: FWHM, formula            9669 cm^-1
exponential: FWHM, exact              9680 cm^-1
exponential: peak photon energy, form.  5.91640 eV
exponential: peak photon energy, exact  5.91659 eV
straight: rms width, exact            0.51192 eV
straight: FWHM, formula               1.22406 eV
straight: FWHM, exact                 1.21546 eV
straight: peak photon energy, exact   5.99015 eV
exponential, mass x1  : reflection error 8.26 percent of peak
exponential, mass x16 : reflection error 3.76 percent of peak
exponential, mass x256: reflection error 1.80 percent of peak
exponential: FWHM coefficient, numerical 85.41 eV^2/A^4
exponential: FWHM coefficient, formula   85.35 eV^2/A^4
straight: FWHM coefficient, numerical 195.69 eV^2/A^4
straight: FWHM coefficient, formula   196.08 eV^2/A^4
mixed: FWHM coefficient, numerical 158.64 eV^2/A^4
mixed: FWHM coefficient, formula   158.71 eV^2/A^4
success
```
